# Vanishing curvature and the Delta-SCF gap of large clusters

Suppose a semilocal functional of the density (LDA or GGA; orbital-dependent meta-GGAs are not treated here) gives too small a band gap for a crystal. One might try to do better by taking total energies of clusters with one electron added and one removed, and enlarging the cluster until the result settles. Whether this is worth the computer time depends on how the curvature of \(E(N)\) changes with size. For an insulating cluster that grows in all three directions, with frontier orbitals spread over its volume, the curvature falls as \(1/L\). Provided the added charge does not trap itself, the energy-difference gap then settles at the Kohn-Sham gap of the same functional, which was available from the start.

## The estimate

Let \(N_0\) be the electron number of the neutral cluster and \(L\) its edge. With the ions held fixed, the Delta-SCF gap is

\[
E_g^{\Delta}=E(N_0+1)+E(N_0-1)-2E(N_0).
\]

An added electron has density \(\rho\sim L^{-3}\) at distances of order \(L\) from itself, so its Hartree self-repulsion is of order \(e^2/L\). Here \(e^2\) stands for \(e^2/4\pi\varepsilon_0=14.40\) eV Å. A semilocal functional sees the added charge only locally, and its second-order contribution is

\[
f_{xc}\int\rho^2\,d^3r\sim f_{xc}\,L^{-6}L^{3}=f_{xc}\,L^{-3}.
\]

It therefore cannot cancel the Hartree term, but both vanish. What remains is the first-order cost of adding an electron, \(\varepsilon_L\), and of removing one, \(-\varepsilon_H\), where \(L\) and \(H\) as subscripts denote the LUMO and HOMO. Hence

\[
E_g^{\Delta}\simeq \varepsilon_L-\varepsilon_H+O(e^2/L).
\]

Three things are left open: whether screening changes the power of \(L\), whether a whole electron may be treated like a small charge, and what the prefactor is.

## Slope and curvature at the neutral point

I write densities as vectors over lattice sites; in the continuum, sums become integrals. The energy of a one-particle density matrix \(\gamma\) with density \(n\) is

\[
E[\gamma]=\mathrm{Tr}\,h\gamma+\tfrac12 n^{T}Wn+E_{xc}[n],
\]

with \(W\) the Coulomb repulsion and \(h\) containing kinetic energy and ions. \(E_{xc}\) depends on the total density, and \(v_{xc}=\partial E_{xc}/\partial n\) has no jump at integer \(N\).

Put \(x\) electrons, \(0\le x\le1\), into the LUMO \(\varphi\), assumed non-degenerate. (For a degenerate level, common at real band edges, the curvature formula below gives different values for different states of the level; the bounds on total energies derived later hold with any one of them.) The energy is stationary against changes of the normalized orbitals, so only the explicit change of occupation contributes to the derivative:

\[
\frac{dE}{dx}=\langle\varphi|h+Wn+v_{xc}|\varphi\rangle=\varepsilon(x).
\]

As \(x\to0^+\) the density returns to the neutral \(n_0\), and so does the potential. The initial slope is therefore the LUMO level \(\varepsilon_L\) of the neutral system. Removing charge gives the slope \(-\varepsilon_H\). The absence of a jump in \(v_{xc}\) enters here: a jump would shift \(\varepsilon_L\) as soon as \(x>0\).

For the curvature, let \(\rho=|\varphi|^2\), \(K=W+f_{xc}\) with \(f_{xc}=\partial v_{xc}/\partial n\), and let \(\chi\) be the static density response of the filled shells to a potential. First-order perturbation theory for the level gives

\[
C=\frac{d\varepsilon}{dx}=\rho^{T}K\,n',\qquad n'=\frac{dn}{dx}.
\]

At \(x=0\) the density changes because charge \(\rho\) is added and because the filled shells respond to the potential change \(Kn'\). The frontier orbital also changes shape, but this is weighted by its occupation \(x=0\). Thus

\[
n'=\rho+\chi Kn'\quad\Rightarrow\quad C=\rho^{T}K(1-\chi K)^{-1}\rho .
\]

For removal both \(n'\) and the slope \(-\varepsilon_H\) carry a minus sign, so the same formula holds with the HOMO density.

## Screening does not remove the 1/L

Second-order perturbation theory has denominators \(\varepsilon_{\rm filled}-\varepsilon_{\rm empty}<0\), so \(\chi\) is negative semidefinite. A constant potential moves no charge, so \(\chi\mathbf 1=0\), where \(\mathbf 1\) is the vector of ones. Assume now that \(K\) is positive definite. Consider

\[
F(m)=(\rho+m)^{T}K(\rho+m)+m^{T}(-\chi)^{-1}m
\]

for displaced charges \(m\) in the range of \(\chi\), which sum to zero. At the minimum \(m=\chi K(\rho+m)\), so \(\rho+m=n'\). There the second term equals \(-m^{T}Kn'\), and

\[
F_{\min}=n'^{T}Kn'-m^{T}Kn'=\rho^{T}Kn'=C.
\]

Setting \(m=0\) gives \(C\le\rho^{T}K\rho\). For a lower bound, drop the non-negative second term and minimize \(n^{T}Kn\) over all \(n\) with total charge 1. The condition \(Kn=\mu\mathbf 1\) gives \(n=\mu K^{-1}\mathbf 1\), and the charge constraint fixes \(\mu\), which is also the minimum value. Therefore

\[
Q\le C\le\rho^{T}K\rho,\qquad Q=\frac{1}{\mathbf 1^{T}K^{-1}\mathbf 1}.
\]

\(Q\) is the charging energy of a conductor of the same shape, with the local terms included. Even perfect screening must leave the net charge somewhere on the cluster.

To see that \(Q\) is no smaller than order \(e^2/L\), replace each site charge by a spherical shell of radius \(a/2\), where \(a\) is the site spacing. The shells do not overlap, so their mutual repulsion is still \(e^2/r\); their self-term is \(2e^2/a\). Call this matrix \(W_s\). All shells lie inside a sphere of radius \(R=\sqrt3L/2\). Outside it, the flux of a unit charge is fixed, and for fixed flux the field energy is least when the field is uniform over each sphere. Hence

\[
n^{T}W_sn\ \ge\ e^2\int_R^\infty\frac{dr}{r^2}=\frac{e^2}{R}.
\]

Let the smallest eigenvalue of \(K\) stay above some \(\kappa>0\) as \(L\) grows, and let \(K\ge W_s-\delta\) with a number \(\delta\ge0\). For \(0\le t\le1\),

\[
K=(1-t)K+tK\ \ge\ (1-t)\kappa+t(W_s-\delta).
\]

The choice \(t=\kappa/(\kappa+\delta)\) cancels the constants and leaves \(K\ge tW_s\), so \(Q\ge 2t\,e^2/(\sqrt3L)\).

## The prefactor of the upper bound

For a cube with the lowest standing wave in each direction, the frontier density is a product of factors \((2/L)\sin^2(\pi x/L)\). Scaling lengths by \(L\) gives \(J=\rho^{T}W\rho=c\,e^2/L\) at leading order. With

\[
\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2r^2}ds
\]

the three directions separate:

\[
c=\frac{2}{\sqrt\pi}\int_0^\infty g(s)^3ds,\qquad g(s)=2\int_0^1P(u)\,e^{-s^2u^2}du .
\]

Here \(P(u)=\int_0^{1-u}p(x)p(x+u)\,dx\) with \(p(x)=2\sin^2\pi x=1-\cos2\pi x\). Multiplying out gives four integrals. The constant gives \(1-u\). Each single cosine integrates to \(-\sin(2\pi u)/2\pi\) and enters with a minus sign. The product of cosines is \(\tfrac12\cos2\pi u+\tfrac12\cos(4\pi x+2\pi u)\), which integrates to \(\tfrac12(1-u)\cos2\pi u-\sin(2\pi u)/4\pi\). The sum is

\[
P(u)=(1-u)\left(1+\tfrac12\cos2\pi u\right)+\frac{3}{4\pi}\sin2\pi u .
\]

Quadrature gives \(c=3.048\).

## A whole electron

An added electron is not a small perturbation of its own orbital, so the initial curvature alone does not settle the gap. Bounds on the total energies do.

For the upper bound, add the frozen LUMO to the neutral density matrix and use this as a trial state. Its energy relative to \(E(N_0)\) is

\[
\langle\varphi|h|\varphi\rangle+n_0^{T}W\rho+\tfrac12\rho^{T}W\rho+E_{xc}[n_0+\rho]-E_{xc}[n_0].
\]

If \(E_{xc}\) is concave, as LDA exchange is, the last difference is at most \(v_{xc}^{T}\rho\). The terms linear in \(\rho\) then combine to \(\varepsilon_L\), and

\[
E(N_0+1)-E(N_0)\le\varepsilon_L+\tfrac12J_L .
\]

Taking the frozen HOMO out gives \(E(N_0-1)-E(N_0)\le-\varepsilon_H+\tfrac12J_H\) in the same way. For a functional that is not concave but whose kernel is bounded from above, the remainder is at most of order \(\int\rho^2\sim L^{-3}\) (for a GGA also \(\int|\nabla\rho|^2\sim L^{-3}\)), and the conclusion stands. PBE exchange, for one, is not concave at large reduced gradient, so for GGAs this bound on the kernel is an assumption, not shown here.

For the lower bound, let \(\gamma\) be the true minimizer with \(N_0+1\) electrons and \(\delta n\) its density change. Taylor's formula with remainder gives

\[
E[\gamma]-E(N_0)=\mathrm{Tr}\,H_0(\gamma-\gamma_0)+\int_0^1(1-s)\,\delta n^{T}K(n_0+s\,\delta n)\,\delta n\,ds ,
\]

where \(H_0\) is the neutral Kohn-Sham Hamiltonian and \(\gamma_0\) the neutral density matrix. Since \(\mathrm{Tr}\,H_0\gamma\) cannot lie below the sum of the lowest \(N_0+1\) levels, the first term is at least \(\varepsilon_L\). For local exchange the kernel is most negative where the density is smallest. Let \(K_*\) be \(K\) evaluated at the smallest density met, and \(Q_*\) its charging energy. As \(\delta n\) sums to 1 and \(\int_0^1(1-s)ds=\tfrac12\), the second term is at least \(\tfrac12Q_*\). The hole, whose \(\delta n\) sums to \(-1\), obeys the same bound. Adding both branches,

\[
Q_*\ \le\ E_g^{\Delta}-(\varepsilon_L-\varepsilon_H)\ \le\ \tfrac12(J_L+J_H).
\]

Both sides are of order \(e^2/L\), provided \(K_*\) stays positive definite with its smallest eigenvalue bounded away from zero; beyond that, nothing is assumed about how the added charge deforms its own orbital. This is the required collapse.

The positivity of \(K\) is a real restriction, and the bounds on \(C\) were derived under it too. In a uniform continuum \(W\) becomes \(4\pi e^2/q^2\), which at large wavevector \(q\) is outweighed by a negative \(f_{xc}\). With separate spin densities, the Hartree term does not act on the spin polarization at all. In these cases the upper bound survives for concave \(E_{xc}\), but the lower one needs a separate assumption: that the added charge does not trap itself.

## A model crystal

The test case is a simple-cubic lattice with \(M^3\) sites, spacing \(a=3.0\) Å and \(L=(M+1)a\). Each site has an upper and a lower s-like orbital. With \(A\) the nearest-neighbour matrix, the one-electron Hamiltonian is

\[
h_0=\begin{pmatrix}D-TA&VA\\VA&-(D-TA)\end{pmatrix},
\]

with \(D=2.8\), \(T=0.3\) and \(V=0.2\) eV. Sites repel as \(e^2/r\), with \(U=10\) eV on site; each ion has charge \(+2\). The exchange energy per site is \(-A_xn^{4/3}\) with \(A_x=3\) eV, so \(f_x=-\tfrac49A_xn^{-2/3}\) is negative and the energy is concave.

For each eigenvector \(u\) of \(A\) with eigenvalue \(\alpha\), \(h_0\) is a two-by-two matrix with levels \(\pm\sqrt{(D-T\alpha)^2+(V\alpha)^2}\). Filling each lower level twice gives the site density \(2\sum_u|u_i|^2=2\), by completeness. The Hartree potential of the neutral cluster then vanishes and \(v_x\) is constant, so these states are self-consistent. For the chosen parameters the gap is smallest at the largest \(\alpha\), which is \(6\cos[\pi/(M+1)]\). It tends to 6 in the crystal, where

\[
\varepsilon_L-\varepsilon_H=2\sqrt{(2.8-1.8)^2+1.2^2}=3.124\ \text{eV}.
\]

Both frontier orbitals have the same site density \(|u_i|^2\), so \(J_L=J_H=J\).

Take \(M=10\), \(L=33.0\) Å. The continuum estimate is

\[
\frac{c\,e^2}{L}=\frac{3.048\times14.40}{33.0}=1.33\ \text{eV},
\]

against a lattice value \(J=1.321\) eV. For the local term, \(\sum_j\sin^4[\pi j/(M+1)]=3(M+1)/8\), so

\[
\sum_i\rho_i^2=\left[\frac{4}{(M+1)^2}\,\frac{3(M+1)}{8}\right]^3=\left[\frac{3}{2(M+1)}\right]^3=0.00254 .
\]

With \(f_x(2)=-0.840\) eV this contributes \(-0.0021\) eV. The frozen curvature is \(1.321-0.002=1.319\) eV, and response of the filled shells lowers it to \(C=1.236\) eV. This model screens weakly (its long-wavelength dielectric constant is about 1.2); in a strongly screening crystal \(C\) lies nearer the lower bound \(Q\), and the prefactors and fitted powers below do not carry over.

The self-consistent gap is \(E_g^{\Delta}=4.083\) eV and the Kohn-Sham gap of the same cluster is 3.148 eV. Their difference, the gap excess, is 0.935 eV. All four sizes, with energies in eV:

| \(L\) (Å) | \(C\) | \(Q_*\) | excess | \(J\) |
|---|---|---|---|---|
| 15 | 2.749 | 2.036 | 2.384 | 2.846 |
| 21 | 1.956 | 1.310 | 1.595 | 2.058 |
| 27 | 1.516 | 0.965 | 1.184 | 1.610 |
| 33 | 1.236 | 0.763 | 0.935 | 1.321 |

The numerical check tests these bounds at each size. It also compares the response formula with finite differences of total energies: at \(L=21\) Å they give a curvature of 1.954 eV, and a slope that agrees with the LUMO level to about \(10^{-5}\) eV. The smallest eigenvalue of \(K\), at \(M=10\) and the lowest density met, is 0.84 eV. That it stays positive for larger cubes is assumed here.

## Estimate and calculation compared

Between 21 and 33 Å the curvature varies as \(L^{-1.02}\), close to the estimate. The gap excess falls faster, as \(L^{-1.18}\). At these sizes the fitted powers depend on how the edge is defined: with \(Ma\) in place of \((M+1)a\) they become \(-0.90\) and \(-1.05\), and the lower bound \(Q_*\) itself varies as \(L^{-1.20}\) over the same range. The value \(-1.18\) cannot be the final power, because the excess is held between two multiples of \(e^2/L\); the product of excess and \(L/e^2\) is still drifting, from 2.48 to 2.14 over the table.

The excess is also smaller than \(C\). Integrating the curvature \(C(x)=d^2E/dx^2\) twice on the addition branch, starting from the slope \(\varepsilon_L\), gives

\[
E(N_0+1)-E(N_0)-\varepsilon_L=\int_0^1(1-x)\,C(x)\,dx ,
\]

and likewise for removal. A constant curvature would make the excess equal to \(C\), so the curvature must on average be lower at finite \(x\). A plausible cause is that the frontier orbital, once occupied, spreads away from its own charge. Its level spacing falls as \(1/L^2\), faster than the repulsion \(e^2/L\), so this effect should grow with size. The calculation does not isolate it.

The approach to the limit is slow: the excess cannot fall below \(Q_*\), which is 0.763 eV at \(L=33\) Å and, by the shell argument, is bounded below by a multiple of \(e^2/L\). At leading order the upper bound is 0.44 eV for a 10 nm cube and 0.044 eV for a 100 nm cube. Guaranteeing an excess below 0.1 eV takes \(L\approx43.9/0.1=439\) Å, or 44 nm. A Delta-SCF gap from a cluster of a few nanometres thus contains a charging energy that belongs to the cluster and not to the crystal.

The spread of the orbital is essential for the \(1/L\) fall of the curvature at the neutral point. Lowering \(D\) by 1.5 eV on the eight central sites binds the frontier orbital there, with about 95% of its weight on those sites. From \(L=21\) to 33 Å its curvature changes from 3.63 to 3.51 eV, a factor 0.97, while that of the spread orbital drops by a factor 0.63. For an orbital bound to a trap of fixed size, the curvature thus hardly changes with the size of the host over this range. This concerns the initial curvature only: the energy of a whole electron or hole in the trap was not computed, and a self-trapped carrier was not tested.

## What a straight line does and does not show

For the exact functional, \(E(N)\) consists of straight segments between integers, and the change of slope at \(N_0\) is the fundamental gap. In a large cluster a semilocal functional also gives nearly straight segments next to \(N_0\), but their slopes are its own \(\varepsilon_L\) and \(\varepsilon_H\). The exact gap contains, besides the exact Kohn-Sham gap, the jump of \(v_{xc}\) at integer \(N\), which the functionals treated here lack by assumption. Small curvature in an extended system is thus no evidence that the gap is right: the error has moved into the slopes. A correction whose strength is set by the curvature of the whole system's \(E(N)\) would find almost nothing to correct, whatever the error of the gap.

For the decision at the start, enlarging the cluster removes the charging energy and, as long as the frontier orbitals are spread over the volume and the added charge does not trap itself, returns the band gap of the functional already in use. A better crystal gap cannot come from the larger cluster; it calls for something else, such as a different functional or a method that supplies the missing discontinuity.

## Computed values

```
e^2/(4 pi eps0) = 14.3996 eV Angstrom
site spacing = 3.0 Angstrom
D = 2.8 eV, T = 0.3 eV, V = 0.2 eV
U = 10.0 eV, AX = 3.0 eV, trap depth = 1.5 eV
continuum coefficient c = 3.0478 (no unit)
Kohn-Sham gap of infinite crystal = 3.1241 eV
M = 4: L = 15.0 Angstrom, J = 2.8464 eV
  local exchange part of curvature = -0.02268 eV
  curvature C = 2.7488 eV, C*L/e^2 = 2.863
  charging energy = 2.0362 eV, times L/e^2 = 2.121
  gaps: Kohn-Sham 3.3155 eV, Delta-SCF 5.6994 eV
  gap excess = 2.3839 eV, times L/e^2 = 2.483
M = 6: L = 21.0 Angstrom, J = 2.0576 eV
  local exchange part of curvature = -0.00826 eV
  curvature C = 1.9562 eV, C*L/e^2 = 2.853
  charging energy = 1.3101 eV, times L/e^2 = 1.911
  gaps: Kohn-Sham 3.1982 eV, Delta-SCF 4.7931 eV
  gap excess = 1.5949 eV, times L/e^2 = 2.326
M = 8: L = 27.0 Angstrom, J = 1.6096 eV
  local exchange part of curvature = -0.00389 eV
  curvature C = 1.5155 eV, C*L/e^2 = 2.842
  charging energy = 0.9647 eV, times L/e^2 = 1.809
  gaps: Kohn-Sham 3.1626 eV, Delta-SCF 4.3464 eV
  gap excess = 1.1838 eV, times L/e^2 = 2.220
M = 10: L = 33.0 Angstrom, J = 1.3211 eV
  local exchange part of curvature = -0.00213 eV
  curvature C = 1.2362 eV, C*L/e^2 = 2.833
  charging energy = 0.7631 eV, times L/e^2 = 1.749
  gaps: Kohn-Sham 3.1476 eV, Delta-SCF 4.0829 eV
  gap excess = 0.9353 eV, times L/e^2 = 2.143
smallest site density met = 1.9819 electrons
smallest eigenvalue of kernel K = 0.8434 eV
M = 6 slope of E(N): -3.44055 eV, LUMO level: -3.44056 eV
M = 6 curvature from energies: 1.9542 eV
power of L, curvature, M = 6 to 10: -1.016
power of L, gap excess, M = 6 to 10: -1.181
trap, M = 6: C = 3.6321 eV, weight on 8 central sites = 0.948
trap, M = 8: C = 3.5521 eV, weight on 8 central sites = 0.947
trap, M = 10: C = 3.5072 eV, weight on 8 central sites = 0.947
C(M=10)/C(M=6): trap 0.966, spread 0.632
upper estimate c e^2/L at L = 10 nm: 0.4389 eV
upper estimate c e^2/L at L = 100 nm: 0.0439 eV
```
